# Marginal defocus phase in water immersion at NA 1.35: verification in Python

```python
# Result under test: for focusing into a medium of index n, the paraxial pupil
# formula pi*NA^2*rho^2*z/(n*lambda) misses the fraction (1-cos(theta))/2 of the
# full defocus phase (2*pi*n*z/lambda)*(1-cos(theta)), sin(theta)=rho*NA/n.
# rho: pupil radius (edge = 1); z: wafer displacement in water; lengths in nm.
# H: first harmonic of a grating image divided by its value at focus.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

NA, n_water, wavelength, defocus = 1.35, 1.44, 193.0, 50.0
order_shift, sigma, n_resist = 0.9, 0.1, 1.7
k = 2*np.pi*n_water/wavelength
pitch = wavelength/(NA*order_shift)


def cosine(rho, index=n_water):
    return np.sqrt(1 - (rho*NA/index)**2)


def full_phase(rho, z):
    return k*z*(1 - cosine(rho))


def paraxial_phase(rho, z):
    return np.pi*NA**2*rho**2*z/(n_water*wavelength)


def missing_fraction(rho, index=n_water):
    return (1 - cosine(rho, index))/2


def path_phase(sine, z, radius=1e8):
    """Phase lag from explicit distances to a point on a converging sphere."""
    cos_angle = np.sqrt(1 - sine**2)
    oblique = np.hypot(radius*sine, radius*cos_angle + z)
    return k*((radius + z) - oblique)


# Full phase and missing fraction against explicit path lengths
for rho in (0.3, 0.5, 0.8, 1.0):
    for z in (-80.0, 50.0, 200.0):
        lag = path_phase(rho*NA/n_water, z)
        assert abs(lag - full_phase(rho, z)) < 2e-5
        missing = 1 - paraxial_phase(rho, z)/lag
        assert abs(missing - missing_fraction(rho)) < 2e-5
# Small angles: the paraxial formula must become correct
small_rho = 0.05
small_ratio = (paraxial_phase(small_rho, defocus)
               / path_phase(small_rho*NA/n_water, defocus))
assert abs(small_ratio - 1) < 1e-3
edge_missing = 1 - (paraxial_phase(1.0, defocus)
                    / path_phase(NA/n_water, defocus))
assert abs(edge_missing - 1/3) < 0.01

# Error left inside the pupil when z is rescaled to match the edge
C = cosine(1.0)
scale = full_phase(1.0, defocus)/paraxial_phase(1.0, defocus)
search = minimize_scalar(
    lambda r: -(scale*paraxial_phase(r, defocus)
                - path_phase(r*NA/n_water, defocus)),
    bounds=(0.01, 0.99), method="bounded", options={"xatol": 1e-7})
residual = k*defocus*(1 - C)**2/(4*(1 + C))
assert abs(-search.fun - residual) < 2e-5
assert abs(cosine(search.x) - (1 + C)/2) < 2e-3


def unit_weight(s):
    return 1.0


def aplanatic_weight(s):
    return 1/np.sqrt(cosine(s)*cosine(s + order_shift))


def harmonic(z, phase, weight=unit_weight):
    """Source average of the cosine of the phase difference of two orders."""
    top = quad(lambda s: weight(s)*np.cos(
        phase(s + order_shift, z) - phase(s, z)), -sigma, sigma)[0]
    return top/quad(weight, -sigma, sigma)[0]


# Mask Fourier coefficients by direct summation; bright line centred at x = 0
cells = 4000
mask_x = (np.arange(cells) + 0.5)/cells - 0.5
mask = (np.abs(mask_x) < 0.25).astype(float)
orders = np.arange(-5, 6)
coefficients = np.array([np.mean(mask*np.cos(2*np.pi*m*mask_x))
                         for m in orders])
nodes, node_weights = np.polynomial.legendre.leggauss(24)


def image_harmonic(z, paraxial=False, aplanatic=False):
    """First harmonic of an image summed over incoherent source points."""
    x = np.arange(64)*pitch/64
    intensity = np.zeros(64)
    for node, node_weight in zip(nodes, node_weights):
        field = np.zeros(64, complex)
        for m, amplitude in zip(orders, coefficients):
            position = sigma*node + m*order_shift
            if abs(position) > 1:
                continue
            kx = 2*np.pi*NA*position/wavelength
            kz = k - kx**2/(2*k) if paraxial else np.sqrt(k**2 - kx**2)
            if aplanatic:
                amplitude = amplitude*np.sqrt(k/kz)
            field += amplitude*np.exp(1j*(kx*x + kz*z))
        intensity += 0.5*node_weight*np.abs(field)**2
    return 2*np.mean(intensity*np.cos(2*np.pi*x/pitch))


focus_harmonic = image_harmonic(0.0)
focus_aplanatic = image_harmonic(0.0, aplanatic=True)
for z in (20.0, 50.0, 90.0):
    assert abs(image_harmonic(z)/focus_harmonic
               - harmonic(z, full_phase)) < 1e-7
    assert abs(image_harmonic(z, paraxial=True)/focus_harmonic
               - harmonic(z, paraxial_phase)) < 1e-7
    assert abs(image_harmonic(z, aplanatic=True)/focus_aplanatic
               - harmonic(z, full_phase, aplanatic_weight)) < 1e-7

H_full = harmonic(defocus, full_phase)
H_paraxial = harmonic(defocus, paraxial_phase)
zero_full = brentq(lambda z: image_harmonic(z), 30, 130)
zero_paraxial = brentq(lambda z: image_harmonic(z, paraxial=True), 30, 130)
assert H_full < H_paraxial and zero_full < zero_paraxial
# No earlier zero has been skipped
assert min(harmonic(z, full_phase)
           for z in np.linspace(0, zero_full - 0.5, 60)) > 0
assert min(harmonic(z, paraxial_phase)
           for z in np.linspace(0, zero_paraxial - 0.5, 60)) > 0

# Sizes of neglected effects
radii = sigma*np.sqrt((np.arange(60) + 0.5)/60)
angles = 2*np.pi*(np.arange(80) + 0.5)/80
source_r, source_a = np.meshgrid(radii, angles)
shifted = np.sqrt(source_r**2 + order_shift**2
                  + 2*source_r*order_shift*np.cos(source_a))
H_disc = np.mean(np.cos(full_phase(shifted, defocus)
                        - full_phase(source_r, defocus)))
H_aplanatic = harmonic(defocus, full_phase, aplanatic_weight)
water_part = n_water*C
resist_part = n_resist*cosine(1.0, n_resist)
reflectance = ((water_part - resist_part)/(water_part + resist_part))**2
resist_phase = (2*np.pi*n_resist*defocus/wavelength
                * (1 - cosine(1.0, n_resist)))

S = NA/n_water
full_edge = full_phase(1.0, defocus)
paraxial_edge = paraxial_phase(1.0, defocus)
two_terms = k*defocus*(S**2/2 + S**4/8)
print(f"numerical aperture: {NA:.2f}")
print(f"water index: {n_water:.2f}")
print(f"vacuum wavelength: {wavelength:.0f} nm")
print(f"defocus in water: {defocus:.0f} nm")
print(f"sine of marginal angle: {S:.4f}")
print(f"marginal angle: {np.degrees(np.arcsin(S)):.2f} deg")
print(f"cosine of marginal angle: {C:.5f}")
print(f"1 - cosine at edge: {1 - C:.5f}")
print(f"half squared sine at edge: {S**2/2:.5f}")
print(f"2 pi n z / wavelength: {k*defocus:.4f} rad")
print(f"full marginal phase: {full_edge:.4f} rad")
print(f"full marginal phase converted: {np.degrees(full_edge):.2f} deg")
print(f"paraxial marginal phase: {paraxial_edge:.4f} rad")
print(f"paraxial phase converted: {np.degrees(paraxial_edge):.2f} deg")
print(f"paraxial/full ratio at edge: {paraxial_edge/full_edge:.4f}")
print(f"missing fraction at edge, path lengths: {edge_missing:.4f}")
print(f"missing fraction at edge, formula: {missing_fraction(1.0):.4f}")
print(f"full/paraxial ratio at edge: {scale:.4f}")
print(f"missing fraction at rho=0.5: {missing_fraction(0.5):.4f}")
print(f"missing fraction at rho=0.8: {missing_fraction(0.8):.4f}")
print(f"paraxial/path ratio at rho=0.05: {small_ratio:.5f}")
print(f"two-term marginal phase: {two_terms:.4f} rad")
print(f"missing fraction with two terms: {1 - two_terms/full_edge:.4f}")
print(f"largest error after rescaling z: {residual:.4f} rad")
print(f"pupil radius of that error: {search.x:.3f}")
print(f"grating order shift q: {order_shift:.1f}")
print(f"source half-width: {sigma:.1f}")
print(f"grating pitch: {pitch:.1f} nm")
print(f"full phase at rho=q: {full_phase(order_shift, defocus):.4f} rad")
print("paraxial phase at rho=q: "
      f"{paraxial_phase(order_shift, defocus):.4f} rad")
print(f"H, full phase: {H_full:.4f}")
print(f"H, paraxial phase: {H_paraxial:.4f}")
print(f"first zero of H, full: {zero_full:.1f} nm")
print(f"first zero of H, paraxial: {zero_paraxial:.1f} nm")
print(f"neglected: H with disc source: {H_disc:.4f}")
print(f"neglected: H with aplanatic factor: {H_aplanatic:.4f}")
print("neglected: other polarization, on-axis source, factor at focus: "
      f"{cosine(order_shift):.4f}")
print(f"rough resist index: {n_resist:.1f}")
print(f"neglected: marginal resist reflectance: {reflectance:.4f}")
print(f"marginal phase for same depth in resist: {resist_phase:.4f} rad")
print("missing fraction for depth in resist: "
      f"{missing_fraction(1.0, n_resist):.4f}")
print(f"missing fraction at index 1.43: {missing_fraction(1.0, 1.43):.4f}")
print(f"missing fraction at index 1.45: {missing_fraction(1.0, 1.45):.4f}")
print("done: every assertion held")
```

Running it gives:

```
numerical aperture: 1.35
water index: 1.44
vacuum wavelength: 193 nm
defocus in water: 50 nm
sine of marginal angle: 0.9375
marginal angle: 69.64 deg
cosine of marginal angle: 0.34799
1 - cosine at edge: 0.65201
half squared sine at edge: 0.43945
2 pi n z / wavelength: 2.3440 rad
full marginal phase: 1.5283 rad
full marginal phase converted: 87.57 deg
paraxial marginal phase: 1.0301 rad
paraxial phase converted: 59.02 deg
paraxial/full ratio at edge: 0.6740
missing fraction at edge, path lengths: 0.3260
missing fraction at edge, formula: 0.3260
full/paraxial ratio at edge: 1.4837
missing fraction at rho=0.5: 0.0583
missing fraction at rho=0.8: 0.1693
paraxial/path ratio at rho=0.05: 0.99945
two-term marginal phase: 1.2564 rad
missing fraction with two terms: 0.1779
largest error after rescaling z: 0.1848 rad
pupil radius of that error: 0.788
grating order shift q: 0.9
source half-width: 0.1
grating pitch: 158.8 nm
full phase at rho=q: 1.0859 rad
paraxial phase at rho=q: 0.8344 rad
H, full phase: 0.4388
H, paraxial phase: 0.6678
first zero of H, full: 71.0 nm
first zero of H, paraxial: 94.1 nm
neglected: H with disc source: 0.4437
neglected: H with aplanatic factor: 0.4221
neglected: other polarization, on-axis source, factor at focus: 0.5367
rough resist index: 1.7
neglected: marginal resist reflectance: 0.1203
marginal phase for same depth in resist: 1.0854 rad
missing fraction for depth in resist: 0.1961
missing fraction at index 1.43: 0.3351
missing fraction at index 1.45: 0.3175
done: every assertion held
```
